# Fourier Factorization for Lamellar Gratings with Magnetic Field along the Lines: a numerical check

```python
"""Fourier factorization for a lamellar grating, magnetic field along the lines.

Result under test: if eps and E jump together while D = eps*E is continuous,
the truncated Laurent rule D = [eps] E has a finite error at each interface,
D*(eps2-eps1)^2/(8 eps1 eps2), and gives mode eigenvalues with error ~1/N.
The inverse rule D = [1/eps]^-1 E converges uniformly, eigenvalue error ~1/N^3.

Symbols: N = highest retained order, q = mode index along z (exp(i k0 q z)),
h = scaled magnetic field, kx = transverse wave number / k0, fill = width/pitch,
mass = matrix M in q^2 M h = B h. Time factor exp(-i omega t). Lengths in nm.
"""
import numpy as np
from scipy.linalg import toeplitz, eigh, lu_factor, lu_solve

wavelength, pitch, width = 193.4, 640.0, 280.0
n_sub, n_film = 1.56, 2.4 + 0.6j
k0 = 2 * np.pi / wavelength
fill = width / pitch
thickness = wavelength / (2 * (n_film.real - 1))
eps_film = n_film**2


def two_level(line, space, f, N):
    """Toeplitz matrix of a two-level profile, line centred at x = 0."""
    k = np.arange(2 * N + 1)
    c = (line - space) * f * np.sinc(k * f)
    c[0] += space
    return toeplitz(c, c)


def operators(N, rule, line=eps_film, f=fill, kx0=0.0):
    kx = kx0 + np.arange(-N, N + 1) * wavelength / pitch
    E = two_level(line, 1.0, f, N)
    if rule == "TE":
        return np.eye(2 * N + 1), E - np.diag(kx**2), kx
    Einv = np.linalg.inv(E)
    B = np.eye(2 * N + 1) - kx[:, None] * Einv * kx
    mass = two_level(1 / line, 1.0, f, N) if rule == "inverse" else Einv
    return mass, B, kx


def match(W, V, q, kx, zero, te=False):
    """Match layer modes to plane waves; return T and R efficiencies."""
    y_in = np.sqrt(n_sub**2 - kx**2 + 0j) / (1 if te else n_sub**2)
    y_out = np.sqrt(1 - kx**2 + 0j)
    X = np.exp(1j * k0 * q * thickness)
    a, b = y_in[:, None] * W, y_out[:, None] * W
    lhs = np.block([[a + V, (a - V) * X], [(b - V) * X, b + V]])
    rhs = np.zeros(2 * len(q), complex)
    rhs[zero] = 2 * y_in[zero]
    cp, cm = np.split(np.linalg.solve(lhs, rhs), 2)
    t, r = W @ (X * cp + cm), W @ (cp + X * cm)
    r[zero] -= 1
    flux = y_in[zero].real
    return abs(t)**2 * y_out.real / flux, abs(r)**2 * y_in.real / flux


def decaying_root(q2):
    q = np.sqrt(q2 + 0j)
    return np.where(q.imag < 0, -q, q)


def efficiencies(N, rule, **kw):
    mass, B, kx = operators(N, rule, **kw)
    q2, W = np.linalg.eig(np.linalg.solve(mass, B))
    q = decaying_root(q2)
    return match(W, (mass @ W) * q, q, kx, N, rule == "TE")


def central(N, rule, **kw):
    return efficiencies(N, rule, **kw)[0][N - 1:N + 2]


print(f"wavelength {wavelength} nm, pitch {pitch} nm, line width {width} nm")
print(f"substrate index {n_sub}, film index {n_film:.2f}")
print(f"film thickness {thickness:.2f} nm, fill factor {fill:.4f}")
print(f"film permittivity {eps_film:.3f}")

# 1. Product rules on a continuous piecewise linear D with kinks at interfaces.
edges = np.array([-fill / 2, fill / 2])
D_edge = np.array([0.75, 1.25])
slope_line, slope_space = 0.5 / fill, -0.5 / (1 - fill)


def coefficients(N, inv_line):
    """Exact Fourier coefficients of D times (inv_line in line, 1 in space)."""
    n = np.arange(-N, N + 1)
    s = 2j * np.pi * np.where(n == 0, 1, n)
    side = np.array([1, -1])
    jump = side * D_edge * (inv_line - 1)
    kink = side * (slope_line * inv_line - slope_space)
    c = sum(np.exp(-2j * np.pi * n * edges[j]) * (jump[j] / s + kink[j] / s**2)
            for j in range(2))
    c[N] = fill * inv_line + 1 - fill
    return c


factor = 1 + (eps_film - 1)**2 / (8 * eps_film)
print(f"predicted Laurent D(edge)/D: {factor:.4f}, modulus {abs(factor):.4f}")
xi = np.concatenate([edges, np.linspace(-0.5, 0.5, 801)])
D_true = np.interp(xi, [fill / 2 - 1, -fill / 2, fill / 2, 1 - fill / 2],
                   [1.25, 0.75, 1.25, 0.75])
rms, sup = {}, {}
for N in (25, 100, 400):
    D_c, E_c = coefficients(N, 1.0), coefficients(N, 1 / eps_film)
    laurent = two_level(eps_film, 1.0, fill, N) @ E_c
    inverse = np.linalg.solve(two_level(1 / eps_film, 1.0, fill, N), E_c)
    waves = np.exp(2j * np.pi * np.outer(xi, np.arange(-N, N + 1)))
    ratio = (waves[:2] @ laurent) / D_edge
    rms[N] = np.linalg.norm(laurent - D_c)
    sup[N] = np.max(abs(waves @ inverse - D_true))
    print(f"N={N}: Laurent D(edge)/D {ratio[1]:.4f}, rms error {rms[N]:.4f}; "
          f"inverse max error {sup[N]:.2e}")
assert np.max(abs(ratio - factor)) < 0.02  # finite-N remainder ~ ln(N)/N
assert 3 < rms[25] / rms[400] < 5
assert sup[400] < sup[25] / 8

# 2. Lossless film: projection bounds on the mass defect, ordering of modes.
eps_real = n_film.real**2
x = (np.arange(64000) + 0.5) / 64000 - 0.5
v = (1 + 0.6 * np.cos(2 * np.pi * x)) / np.where(abs(x) < fill / 2, eps_real, 1)
for N in (50, 200):
    A = two_level(1 / eps_real, 1.0, fill, N)
    Einv = np.linalg.inv(two_level(eps_real, 1.0, fill, N))
    h = np.zeros(2 * N + 1)
    h[N - 1:N + 2] = 0.3, 1.0, 0.3
    gap = h @ (A - Einv) @ h
    tail = np.mean(v**2) - np.sum((A @ h)**2)
    v_jump = (1 + 0.6 * np.cos(np.pi * fill)) * (1 - 1 / eps_real)
    law = 2 * v_jump**2 / (2 * np.pi**2 * (N + 0.5))
    print(f"lossless N={N}: mass defect {gap:.3e}, tail norm^2 {tail:.3e}, "
          f"jump law {law:.3e}")
    assert tail < gap < eps_real * tail
assert abs(tail / law - 1) < 0.05
A, B, _ = operators(20, "inverse", line=eps_real)
M, _, _ = operators(20, "Laurent", line=eps_real)
B, M = (B + B.T) / 2, (M + M.T) / 2
good, old = eigh(B, A, eigvals_only=True), eigh(B, M, eigvals_only=True)
positive = good > 0
assert np.sum(old > 0) == np.sum(positive)
assert np.all(old[positive] >= good[positive] - 1e-8)
print(f"lossless N=20: {positive.sum()} propagating modes, largest Laurent "
      f"excess of q^2 {np.max(old[positive] - good[positive]):.4f}")


# 3. Exact modes of the layered medium from the transcendental relation.
def dispersion(q2, period):
    b1 = k0 * np.sqrt(eps_film - q2 + 0j)
    b2 = k0 * np.sqrt(1 - q2 + 0j)
    p1, p2 = b1 * fill * period, b2 * (1 - fill) * period
    r = b1 / (eps_film * b2)
    return (np.cos(p1) * np.cos(p2)
            - 0.5 * (r + 1 / r) * np.sin(p1) * np.sin(p2) - 1)


def exact_mode(guess, period):
    z = complex(guess)
    for _ in range(25):
        s = 1e-5
        slope = (dispersion(z + s, period) - dispersion(z - s, period)) / (2 * s)
        z -= dispersion(z, period) / slope
    return z


def nearest_mode(N, rule, shift):
    mass, B, kx = operators(N, rule)
    lu = lu_factor(B - shift * mass)
    h = np.zeros(2 * N + 1, complex)
    h[N] = 1
    for _ in range(10):
        h = lu_solve(lu, mass @ h)
        h /= np.linalg.norm(h)
    return (h @ B @ h) / (h @ mass @ h), h


mass, B, _ = operators(60, "inverse")
q_all = decaying_root(np.linalg.eigvals(np.linalg.solve(mass, B)))
q2_exact = exact_mode(q_all[np.argmin(q_all.imag)]**2, pitch)
print(f"least damped mode: exact q^2 {q2_exact:.8f}, "
      f"q {decaying_root(q2_exact):.6f}")
for N in (10, 20, 40, 80):
    e = [abs(nearest_mode(N, r, q2_exact)[0] - q2_exact)
         for r in ("Laurent", "inverse")]
    print(f"N={N}: error of q^2, Laurent {e[0]:.2e}, inverse {e[1]:.2e}")
windows = [np.arange(32, 48), np.arange(112, 128)]
slopes = {}
for rule in ("Laurent", "inverse"):
    err = [np.sqrt(np.mean([abs(nearest_mode(N, rule, q2_exact)[0]
                                - q2_exact)**2 for N in w])) for w in windows]
    size = [np.exp(np.mean(np.log(w + 0.5))) for w in windows]
    slopes[rule] = np.log(err[1] / err[0]) / np.log(size[1] / size[0])
    print(f"{rule} rule: error of q^2 falls as N^({slopes[rule]:.2f})")
assert -1.3 < slopes["Laurent"] < -0.75
assert -3.6 < slopes["inverse"] < -2.4

# Error identity: a small truncation compared with a large one.
big, small = 60, 12
q2_big, h_big = nearest_mode(big, "inverse", q2_exact)
q2_small, h_small = nearest_mode(small, "inverse", q2_exact)
E_big = two_level(eps_film, 1.0, fill, big)
A_big = two_level(1 / eps_film, 1.0, fill, big)
kx_big = np.arange(-big, big + 1) * wavelength / pitch
kx_small = np.arange(-small, small + 1) * wavelength / pitch
e_big = -np.linalg.solve(E_big, kx_big * h_big)
e_small = -np.linalg.solve(two_level(eps_film, 1.0, fill, small),
                           kx_small * h_small)
h_pad, e_pad = np.pad(h_small, big - small), np.pad(e_small, big - small)
outside = abs(np.arange(-big, big + 1)) > small
left = (q2_small - q2_big) * (h_big @ A_big @ h_pad)
right = (q2_small * ((h_big * outside) @ A_big @ h_pad)
         - (e_big * outside) @ E_big @ e_pad)
assert abs(left - right) < 1e-9

# Period far below the wavelength: the N = 0 inverse rule is already right.
harmonic = 1 / (fill / eps_film + 1 - fill)
arithmetic = fill * eps_film + 1 - fill
fine = exact_mode(harmonic, wavelength / 200)
print(f"pitch = wavelength/200: exact q^2 {fine:.4f}")
print(f"N=0 inverse rule {harmonic:.4f}, N=0 Laurent rule {arithmetic:.4f}")
assert abs(fine - harmonic) < 2e-3 < abs(fine - arithmetic)

# 4. Diffraction efficiencies. Uniform film against the Airy formula first.
t1, t2 = 2 * n_sub / (n_sub + n_film), 2 * n_film / (n_film + 1)
r1, r2 = (n_sub - n_film) / (n_sub + n_film), (n_film - 1) / (n_film + 1)
phase = np.exp(1j * k0 * n_film * thickness)
airy = abs(t1 * t2 * phase / (1 + r1 * r2 * phase**2))**2 / n_sub
uniform = efficiencies(3, "inverse", f=1.0)[0][3]
assert abs(uniform - airy) < 1e-10
print(f"unpatterned film transmission {100 * airy:.3f} %")
T, R = efficiencies(20, "inverse", line=eps_real)
assert abs(T.sum() + R.sum() - 1) < 1e-8

T_ref, R_ref = efficiencies(100, "inverse")
ref = T_ref[99:102]
print(f"inverse N=100: T0 {100 * ref[1]:.3f} %, T1 {100 * ref[2]:.3f} %")
print(f"absorbed fraction {100 * (1 - T_ref.sum() - R_ref.sum()):.2f} %")
for N in (5, 10, 20, 40, 80):
    a, b = central(N, "Laurent"), central(N, "inverse")
    print(f"N={N}: T0, T1 Laurent {100 * a[1]:.3f}, {100 * a[2]:.3f} %; "
          f"inverse {100 * b[1]:.3f}, {100 * b[2]:.3f} %")
mean_error = {r: np.mean([np.max(abs(central(N, r) - ref))
                          for N in range(20, 28)])
              for r in ("Laurent", "inverse")}
print(f"mean largest error, N=20-27: Laurent {100 * mean_error['Laurent']:.4f}"
      f", inverse {100 * mean_error['inverse']:.4f} % of incident power")
assert mean_error["Laurent"] > 2 * mean_error["inverse"]

# Independent layer solver: finite volumes in real space, pointwise products.
points = 480
eps = np.where(np.arange(points) < round(fill * points), eps_film, 1.0 + 0j)
a_half = 2 / (eps + np.roll(eps, -1))
forward = np.roll(np.eye(points), 1, axis=1) - np.eye(points)
stiff = forward.T @ (a_half[:, None] * forward) / (k0 * pitch / points)**2
q2, modes = np.linalg.eig(eps[:, None] * (np.eye(points) - stiff))
q = decaying_root(q2)
W = np.fft.fft(modes, axis=0) / points
V = np.fft.fft(modes * q / eps[:, None], axis=0) / points
kx = np.fft.fftfreq(points) * points * wavelength / pitch
T_fv, _ = match(W, V, q, kx, 0)
print(f"finite volumes, {pitch / points:.2f} nm cells: T0 {100 * T_fv[0]:.3f} %"
      f", T1 {100 * T_fv[1]:.3f} %")
# second-order cells with singular corner fields limit this comparison
assert max(abs(T_fv[0] - ref[1]), abs(T_fv[1] - ref[2])) < 0.005

# 5. Size of effects left out of the example.
te = central(60, "TE")
print(f"electric field along lines: T0 {100 * te[1]:.2f} %, "
      f"T1 {100 * te[2]:.2f} %")
tilt = central(60, "inverse", kx0=0.30)
print(f"oblique light, sine 0.30 in air: T0 {100 * tilt[1]:.2f} %, "
      f"T-1 {100 * tilt[0]:.2f} %")
shift = thickness * np.tan(np.radians(3))
wide = central(60, "inverse", f=(width + shift) / pitch)
print(f"3 deg sidewall as {shift:.2f} nm width change: T0 changes by "
      f"{100 * (wide[1] - ref[1]):.2f} % of incident power")
index = central(60, "inverse", line=(n_film + 0.05)**2)
print(f"film index real part +0.05: T0 changes by "
      f"{100 * (index[1] - ref[1]):.2f} % of incident power")
print("tests ok")
```

Output:

```
wavelength 193.4 nm, pitch 640.0 nm, line width 280.0 nm
substrate index 1.56, film index 2.40+0.60j
film thickness 69.07 nm, fill factor 0.4375
film permittivity 5.400+2.880j
predicted Laurent D(edge)/D: 1.4430+0.3504j, modulus 1.4850
N=25: Laurent D(edge)/D 1.4584+0.3651j, rms error 0.1276; inverse max error 3.47e-03
N=100: Laurent D(edge)/D 1.4408+0.3493j, rms error 0.0600; inverse max error 9.06e-04
N=400: Laurent D(edge)/D 1.4450+0.3521j, rms error 0.0306; inverse max error 2.27e-04
lossless N=50: mass defect 3.577e-03, tail norm^2 1.719e-03, jump law 1.710e-03
lossless N=200: mass defect 9.128e-04, tail norm^2 4.296e-04, jump law 4.306e-04
lossless N=20: 11 propagating modes, largest Laurent excess of q^2 0.0430
least damped mode: exact q^2 0.96670793+0.05182633j, q 0.983566+0.026346j
N=10: error of q^2, Laurent 3.39e-02, inverse 3.23e-03
N=20: error of q^2, Laurent 1.61e-02, inverse 1.64e-04
N=40: error of q^2, Laurent 7.66e-03, inverse 4.33e-06
N=80: error of q^2, Laurent 3.63e-03, inverse 7.41e-07
Laurent rule: error of q^2 falls as N^(-1.05)
inverse rule: error of q^2 falls as N^(-3.23)
pitch = wavelength/200: exact q^2 1.5940+0.0857j
N=0 inverse rule 1.5939+0.0857j, N=0 Laurent rule 2.9250+1.2600j
unpatterned film transmission 5.446 %
inverse N=100: T0 18.088 %, T1 14.330 %
absorbed fraction 43.43 %
N=5: T0, T1 Laurent 14.874, 14.477 %; inverse 19.771, 14.171 %
N=10: T0, T1 Laurent 16.347, 14.326 %; inverse 18.464, 14.301 %
N=20: T0, T1 Laurent 17.169, 14.332 %; inverse 18.131, 14.331 %
N=40: T0, T1 Laurent 17.621, 14.331 %; inverse 18.098, 14.330 %
N=80: T0, T1 Laurent 17.859, 14.331 %; inverse 18.089, 14.330 %
mean largest error, N=20-27: Laurent 0.7846, inverse 0.0381 % of incident power
finite volumes, 1.33 nm cells: T0 18.077 %, T1 14.330 %
electric field along lines: T0 14.75 %, T1 14.81 %
oblique light, sine 0.30 in air: T0 18.23 %, T-1 14.15 %
3 deg sidewall as 3.62 nm width change: T0 changes by -0.60 % of incident power
film index real part +0.05: T0 changes by -0.26 % of incident power
tests ok
```
